# Velocity Verlet for a harmonic oscillator and its stability limit

When an implanted ion enters a solid, a simulation of the resulting cascade must follow energetic collisions and also the vibrations of atoms that have scarcely been disturbed. A long time step saves force evaluations, but beyond a certain length even a gently vibrating crystal becomes unstable, and in the harmonic approximation it gains energy without bound. The limit can be found from a single harmonic oscillator, because the small vibrations of a crystal separate into such oscillators.

Let a particle of mass $m$ have displacement $x$ and velocity $v$, with acceleration $a(x)=-\omega^2x$ and $\omega>0$. Velocity Verlet with a constant step $\Delta t>0$ first moves the particle, then evaluates the new force, and finally updates the velocity with the mean of the old and new accelerations:

$$
x_{n+1}=x_n+\Delta t\,v_n+\tfrac12\Delta t^2a_n,\qquad
v_{n+1}=v_n+\tfrac12\Delta t\,(a_n+a_{n+1}).
$$

It helps to measure velocity in units of length, $u=v/\omega$, and to define the dimensionless step $h=\omega\Delta t$. Since $\Delta t\,v_n=hu_n$ and $\Delta t^2a_n=-h^2x_n$, the position update is

$$
x_{n+1}=\left(1-\frac{h^2}{2}\right)x_n+hu_n .
$$

Dividing the velocity update by $\omega$ gives $u_{n+1}=u_n-\frac h2(x_n+x_{n+1})$. Inserting the new position,

$$
\begin{aligned}
u_{n+1}&=u_n-\frac h2\left[\left(2-\frac{h^2}{2}\right)x_n+hu_n\right]\\
&=-h\left(1-\frac{h^2}{4}\right)x_n+\left(1-\frac{h^2}{2}\right)u_n .
\end{aligned}
$$

One step is therefore multiplication of the column $(x_n,u_n)$ by the constant matrix

$$
M=\begin{pmatrix}
1-h^2/2 & h\\
-h(1-h^2/4) & 1-h^2/2
\end{pmatrix}.
$$

I call the method stable at a given $h$ if every starting pair $(x_0,u_0)$ produces a bounded sequence in exact arithmetic. This asks less than accuracy: a bounded sequence may still have the wrong frequency.

The trace of $M$ is $2-h^2$. Its determinant is

$$
\begin{aligned}
\det M&=\left(1-\frac{h^2}{2}\right)^2+h^2\left(1-\frac{h^2}{4}\right)\\
&=1-h^2+\frac{h^4}{4}+h^2-\frac{h^4}{4}=1 .
\end{aligned}
$$

The map thus preserves area in the $(x,u)$ plane, and its eigenvalues satisfy

$$
\lambda^2-(2-h^2)\lambda+1=0,\qquad
\lambda_\pm=1-\frac{h^2}{2}\pm\frac h2\sqrt{h^2-4}.
$$

Their product is one. If one has magnitude below one, the other has magnitude above one and its eigenvector grows. Boundedness therefore requires both to lie on the unit circle. The square root is imaginary for $h<2$, zero for $h=2$ and real for $h>2$, so these three cases need separate treatment.

Take $0<h<2$ first. Then $1-h^2/2$ lies between $-1$ and $1$, and an angle $\theta$ between $0$ and $\pi$ can be defined by $\cos\theta=1-h^2/2$. Put also $s=\sqrt{1-h^2/4}>0$. From

$$
\sin^2\theta=1-\left(1-\frac{h^2}{2}\right)^2
=h^2-\frac{h^4}{4}=h^2s^2
$$

and the positive sign of $\sin\theta$ in this interval, $\sin\theta=hs$. Multiplying the position update by $s$, and writing $hs^2x_n=(hs)(sx_n)$ in the velocity update, we obtain

$$
\begin{aligned}
sx_{n+1}&=\cos\theta\,(sx_n)+\sin\theta\,u_n,\\
u_{n+1}&=-\sin\theta\,(sx_n)+\cos\theta\,u_n .
\end{aligned}
$$

This is a rotation of the point $(sx,u)$ through the angle $\theta$. Repeating it $n$ times multiplies the angle by $n$, so

$$
\begin{aligned}
x_n&=x_0\cos n\theta+\frac{u_0}{s}\sin n\theta,\\
u_n&=-sx_0\sin n\theta+u_0\cos n\theta .
\end{aligned}
$$

Both expressions are bounded for every start, which proves stability for $0<h<2$.

At $h=2$ the step matrix becomes

$$
M=\begin{pmatrix}-1&2\\0&-1\end{pmatrix}.
$$

The second row gives $u_n=(-1)^nu_0$. Setting $x_n=(-1)^ny_n$ in $x_{n+1}=-x_n+2u_n$ gives $y_{n+1}=y_n-2u_0$, and therefore

$$
x_n=(-1)^n(x_0-2nu_0).
$$

Both eigenvalues have magnitude one, yet the position grows linearly unless $u_0=0$. A particle released from rest merely alternates between $x_0$ and $-x_0$. Such a start would suggest stability, but the definition concerns every start, so $h=2$ is excluded.

For $h>2$, define $\sigma=\sqrt{h^2/4-1}$ and $\kappa>0$ by $\cosh\kappa=h^2/2-1$. Then $\sinh^2\kappa=(h^2/2-1)^2-1=h^2\sigma^2$, so $\sinh\kappa=h\sigma$. The updates become

$$
\begin{aligned}
\sigma x_{n+1}&=-\cosh\kappa\,(\sigma x_n)+\sinh\kappa\,u_n,\\
u_{n+1}&=\sinh\kappa\,(\sigma x_n)-\cosh\kappa\,u_n .
\end{aligned}
$$

Adding and subtracting these equations separates them. With $p=u+\sigma x$ and $q=u-\sigma x$,

$$
p_{n+1}=-e^{-\kappa}p_n,\qquad q_{n+1}=-e^{\kappa}q_n .
$$

The combination $q$ grows exponentially whenever $q_0\ne0$. The exceptional line $u_0=\sigma x_0$ has $q_0=0$ and decays, but in finite-precision arithmetic a rounding error that creates a small $q$ is amplified. Restoring the positions through $x=(p-q)/(2\sigma)$ gives

$$
x_n=(-1)^n\left(x_0\cosh n\kappa-\frac{u_0}{\sigma}\sinh n\kappa\right).
$$

All three cases together establish the result for a constant positive step:

$$
\boxed{\text{velocity Verlet is stable if and only if }\omega\Delta t<2.}
$$

The true period is $T=2\pi/\omega$, so the condition is equivalently $\Delta t<T/\pi$: there must be more than $\pi$ steps in each true period.

A release from rest shows the mechanism. The first step gives $x_1=(1-h^2/2)x_0$. The acceleration at the starting point is applied throughout the step, although the true restoring force weakens as the particle approaches equilibrium. For $h>2$ the particle overshoots so far that $|x_1|>|x_0|$, where it meets a still larger force pointing back. The alternating sign in the solution is this repeated overshoot.

The stable solution also shows how accuracy is lost before stability. Its phase advances by $\theta$ in each step, so its frequency is $\omega_{\rm num}=\theta/\Delta t$. The half-angle identity $\cos\theta=1-2\sin^2(\theta/2)$ gives $\sin(\theta/2)=h/2$, and hence

$$
\omega_{\rm num}=\frac{2}{\Delta t}\arcsin\frac{\omega\Delta t}{2}
=\omega\left[1+\frac{(\omega\Delta t)^2}{24}+O\big((\omega\Delta t)^4\big)\right].
$$

The expansion uses $\arcsin z=z+z^3/6+\cdots$ with $z=h/2$. The numerical vibration is too fast. As $h$ approaches two from below, $\theta$ approaches $\pi$ and $\omega_{\rm num}/\omega$ approaches $\pi/2$.

The energy behaves differently from the phase. Because a rotation preserves length, the quantity $I=u_n^2+s^2x_n^2$ is constant. The physical energy is $E_n=\frac12m\omega^2(x_n^2+u_n^2)$, which is not proportional to $I$. Since $0<s<1$,

$$
s^2(x_n^2+u_n^2)\leq I\leq x_n^2+u_n^2 .
$$

Using the left inequality at step $n$ and the right one at step zero gives

$$
\frac{E_n}{E_0}\leq\frac{1}{s^2}=\frac{1}{1-h^2/4}.
$$

The energy error is therefore bounded at fixed $h<2$, but the bound diverges at the limit. For a start from rest, $I=s^2x_0^2$ gives $u_n^2=s^2(x_0^2-x_n^2)$, and so

$$
\frac{E_n}{E_0}=1-\frac{h^2}{4}\left(1-\frac{x_n^2}{x_0^2}\right).
$$

The energy dips as the particle passes through equilibrium and recovers near the turning points. The dip does not accumulate, whereas the phase error does.

To carry the result to a solid, expand its potential energy to second order about a stable equilibrium. Let $X$ be the column of atomic displacements, $H$ the symmetric matrix of force constants and $m_i$ the mass belonging to coordinate $i$. The equations of motion are $m_i\ddot X_i=-\sum_jH_{ij}X_j$. With $Y_i=\sqrt{m_i}X_i$ they become

$$
\ddot Y=-DY,\qquad D_{ij}=\frac{H_{ij}}{\sqrt{m_im_j}} .
$$

The matrix $D$ is symmetric and has orthonormal eigenvectors with eigenvalues $\omega_j^2\geq0$. Velocity Verlet combines $Y$, $\dot Y$ and $DY$ with the same numerical coefficients for all atoms. Projecting its equations on an eigenvector therefore gives the single-oscillator algorithm with frequency $\omega_j$. Every vibration must satisfy $\omega_j\Delta t<2$, and the fastest sets the limit:

$$
\Delta t<\frac{2}{\omega_{\max}} .
$$

Uniform translation has zero frequency. It drifts linearly, as it should, and is set aside when boundedness is discussed.

For a numerical case, consider a chain of alternating Ta and N atoms joined by equal springs $K$. In a wave with phase change $\phi$ between neighbouring sites, let the amplitudes be $A$ on Ta and $B$ on N. Each atom is pulled by two springs, so

$$
\begin{aligned}
(m_{\rm Ta}\omega^2-2K)A&=-2K\cos\phi\,B,\\
(m_{\rm N}\omega^2-2K)B&=-2K\cos\phi\,A .
\end{aligned}
$$

A nonzero solution requires the product of the two brackets to equal $4K^2\cos^2\phi$. With the reduced mass defined by $1/\mu=1/m_{\rm Ta}+1/m_{\rm N}$, this becomes

$$
\omega^4-\frac{2K}{\mu}\omega^2
+\frac{4K^2\sin^2\phi}{m_{\rm Ta}m_{\rm N}}=0 .
$$

The larger root is

$$
\omega^2=\frac K\mu+\sqrt{\frac{K^2}{\mu^2}
-\frac{4K^2\sin^2\phi}{m_{\rm Ta}m_{\rm N}}},
$$

which is greatest when $\sin\phi=0$. Thus $\omega_{\max}^2=2K/\mu$.

I take $K=750\ \mathrm{eV/nm^2}$, a rough value chosen to place the top vibration in the range of optical vibrations of TaN. The reduced mass is $13.0006$ u, and $1\ \mathrm u=10364.27\ \mathrm{eV\,fs^2/nm^2}$. Hence

$$
\omega_{\max}=\sqrt{\frac{2(750)}{13.0006(10364.27)}}\ \mathrm{fs^{-1}}
=0.1055\ \mathrm{rad/fs}.
$$

The frequency is $16.8$ THz, the period is $59.6$ fs, and the limiting step is $2/0.10551=18.96$ fs.

At $\Delta t=1$ fs, $h=0.1055$. The frequency is high by $0.046\%$ relative to the true one, and the energy of a vibration released from rest dips by $0.28\%$ of its initial value. At 5 fs these errors are $1.2\%$ and $7.0\%$. At 15 fs they are $15\%$ and $63\%$, although the motion is still stable. Even the small frequency error at 1 fs accumulates to a whole cycle after roughly $1/0.00046\approx2200$ vibrations.

The two sides of the limit can be seen after a few steps from rest at $x_0=0.00500$ nm. With an 18 fs step the next positions are $-0.00402$, $0.00146$ and $0.00168$ nm. With a 20 fs step they are $-0.00613$, $0.01004$ and $-0.01850$ nm. In the second case $h=2.110$, the amplitude eventually grows by a factor $e^\kappa=1.937$ per step, and after ten steps the energy is $1.5\times10^5$ times its initial value.

The complete chain behaves as the mode argument predicts. Sixteen atoms with periodic ends were started at their equilibrium positions with velocities drawn for 300 K and no total momentum. At $0.99$ of the limiting step, the largest energy in 2000 steps was $12.6$ times the initial energy, below the bound $1/(1-0.99^2)=50.3$. The bound applies to the top mode; slower modes have smaller bounds. At $1.01$ of the limit the amplitude grew by a factor of $1.327$ per step, in agreement with $e^\kappa$ for $h=2.02$. The numerical output gives further values.

In a collision the harmonic premise fails. For the separation $r$ of two atoms that meet head-on, $\mu\ddot r=-V'(r)$. Writing $r=r_*+\delta$ and expanding the force to first order gives

$$
\mu\ddot\delta=-V'(r_*)-V''(r_*)\delta .
$$

If $V''>0$, the constant force merely shifts the centre of the local oscillator, whose squared frequency is $V''/\mu$. This suggests the local estimate

$$
\Delta t_{\rm loc}=\frac{2}{\sqrt{V''(r_*)/\mu}} .
$$

It is not a stability theorem for the collision, since the curvature changes along the path and the atoms soon separate.

For N striking Ta head-on, I use the universal Ziegler-Biersack-Littmark potential, a screened Coulomb repulsion with screening length $0.01103$ nm here. At a relative-motion energy of 1000 eV the turning point is $0.0489$ nm and the curvature there is $4.30\times10^6\ \mathrm{eV/nm^2}$, compared with $2K=1500\ \mathrm{eV/nm^2}$ for the top vibration of the chain. Both motions have the same reduced mass, so the limit falls by the square root of the curvature ratio, from $18.96$ to $0.354$ fs. At 100 eV the local estimate is $1.70$ fs. At 10 eV it is $7.15$ fs, but chemical bonding, absent from this potential, then matters more.

This difference was tested by integrating the 1000 eV encounter from 41 starting separations near $0.6$ nm, shifted within the distance travelled in one step, for 14 fs. With a 1 fs step the median error in the final energy was about $1.1\times10^3$ times the initial energy. In one such step the atoms approach by $0.122$ nm, more than twice the turning distance. A sampled position can therefore fall where the potential far exceeds the available energy, and the force found there gives a spurious kick. With a $0.1$ fs step the worst relative error was $5.5\times10^{-7}$. These are errors at the end of the run; they do not measure the error at closest approach.

For TaN, a material used as a diffusion barrier in copper wiring, the chain supplies only a scale for the vibrational limit. It omits three-dimensional bonding and longer-range forces, whose effect on $\omega_{\max}$ has not been sized; a real calculation should take $\omega_{\max}$ from the full matrix $D$ of its own interatomic potential. Implantation most strongly breaks the assumption of small displacements: at the turning point of the 1000 eV collision the local estimate is about 54 times shorter than the chain's limit, an accurate step must be shorter still, and the energies of many implants are higher still. Electronic stopping is also absent.

Thermal motion changes the curvature much less in the simple model below, but this does not make a step near the harmonic limit safe. Place an N atom between two fixed Ta neighbours and replace each spring by a Morse bond with range parameter $\alpha=17\ \mathrm{nm^{-1}}$, a rough value, and the same stiffness $K$ at equilibrium. One bond is stretched when the other is compressed, so the odd terms cancel and the curvature relative to $2K$ is

$$
\frac{U''(x)}{2K}=2\cosh(2\alpha x)-\cosh(\alpha x).
$$

This follows because a Morse bond stretched by $x$ has curvature $K(2e^{-2\alpha x}-e^{-\alpha x})$, and the other bond contributes the same expression with $x$ reversed. In the harmonic approximation, which slightly overestimates it, the classical rms displacement is $\sqrt{k_BT/2K}$, or $0.00415$ nm at 300 K. There the stiffness rises by $1.7\%$, and at 3000 K, a temperature chosen to represent a hot cascade region, by about $18\%$ (about $15\%$ at the smaller anharmonic rms displacement of $0.0123$ nm). Inserting these stiffnesses in the local estimate would shorten it by only $0.9\%$ and $8\%$, but the results are not stability limits. The stable solution above shows why: an initial velocity $u_0$ produces a numerical displacement of up to $|u_0|/s$, and at $92\%$ of the harmonic limit $1/s$ is already more than two. The atoms can then reach stiffer parts of the bonds than the true motion does, and the trajectory can diverge. The small figures also depend on holding the Ta atoms fixed. When they move, the stretches $b_1$ and $b_2$ of the two bonds vary almost independently, each with rms value near $\sqrt{k_BT/K}$, and to first order the curvature relative to $2K$ is $1-\tfrac32\alpha(b_1+b_2)$. The odd term no longer cancels, and at 300 K the stiffness felt by an N atom fluctuates by about $3\alpha\sqrt{k_BT/2K}\approx20\%$, roughly ten times the fixed-neighbour figure. A step for a warm crystal must therefore be chosen well below the harmonic limit and checked by its energy conservation.

At 300 K, $\hbar\omega_{\max}/k_BT=2.7$, so classical dynamics describes the thermal population of this vibration poorly. That is a limitation of the physical model; the condition $\omega\Delta t<2$ still governs the classical equations being integrated.

Cascade calculations can shorten the step during violent encounters and lengthen it afterwards. The proof above does not cover such changes, even if every individual step satisfies $h<2$, because the conserved quantity $u^2+(1-h^2/4)x^2$ itself depends on $h$. For a variable step, energy conservation has to be examined on the actual sequence of steps. For a constant step, the harmonic limit is a ceiling set by the lattice, while anharmonic thermal motion, the hardest collision and the required accuracy may demand a much shorter one.

## Values computed for the example and the checks

```
threshold of omega*dt from trajectories: 2.000000
N mass: 14.007 u; Ta mass: 180.948 u
reduced mass: 13.0006 u
mass conversion: 1 u = 10364.270 eV fs^2/nm^2
spring constant K (rough): 750.0 eV/nm^2
top angular frequency: 0.105510 rad/fs
top frequency: 16.792 THz
top vibration period: 59.551 fs
harmonic time-step limit: 18.956 fs
dt 1.0 fs: omega*dt 0.1055, frequency ratio 1.00046, lowest E/E0 0.99722
dt 5.0 fs: omega*dt 0.5276, frequency ratio 1.01198, lowest E/E0 0.93042
dt 15.0 fs: omega*dt 1.5827, frequency ratio 1.15373, lowest E/E0 0.37380
dt 18.5 fs: omega*dt 1.9519, frequency ratio 1.38439, lowest E/E0 0.04749
dt 18.0 fs, start at rest, x0 to x5: 0.00500, -0.00402, 0.00146, 0.00168, -0.00415, 0.00499 nm
dt 20.0 fs, start at rest, x0 to x5: 0.00500, -0.00613, 0.01004, -0.01850, 0.03534, -0.06819 nm
dt 20.0 fs: omega*dt 2.1102
dt 20.0 fs: late amplitude growth factor per step 1.9366
dt 20.0 fs: E/E0 after 10 steps 1.5319e+05
chain: 16 atoms, initial velocities drawn for 300 K
chain at 0.99 of limit: largest E/E0 12.631, bound 50.251
chain at 1.01 of limit: amplitude growth per step 1.32658
ZBL screening length for N-Ta: 0.01103 nm
collision 10 eV: turning point 0.1622 nm, curvature 1.054e+04 eV/nm^2, local limit 7.152 fs
collision 100 eV: turning point 0.0967 nm, curvature 1.869e+05 eV/nm^2, local limit 1.698 fs
collision 1000 eV: turning point 0.0489 nm, curvature 4.304e+06 eV/nm^2, local limit 0.354 fs
relative speed at 1000 eV: 0.1218 nm/fs
1000 eV collision, dt 1.00 fs: relative energy error median 1.09e+03, worst 5.09e+06
1000 eV collision, dt 0.10 fs: relative energy error median 3.89e-07, worst 5.53e-07
1000 eV collision, dt 0.02 fs: relative energy error median 1.16e-10, worst 1.18e-10
Morse range parameter (rough): 17.0 1/nm
300 K: rms displacement 0.00415 nm, stiffness ratio 1.0175, limit ratio 0.9914, hbar*omega/kT 2.686
3000 K: rms displacement 0.01313 nm, stiffness ratio 1.1776, limit ratio 0.9215, hbar*omega/kT 0.269
```
